# Three Form Factors for a Silicon-Like Crystal, and What They Omit

## A crystal described by three numbers

Silicon has fourteen electrons per atom, and the potential near each nucleus is deep. Yet its valence and lowest conduction bands can be described by a local potential with only three adjustable Fourier components. Infinitely many others have been left out. They fall into a few groups. Each group is omitted for its own reason; some omissions cost nothing, while others shift the bands.

Rydberg atomic units are used: lengths are in bohr, energies in Ry, the kinetic energy is \(-\nabla^2\), and \(e^2=2\). The one-electron potential is taken as local, and spin-orbit coupling is neglected. For a cubic lattice constant \(a\), reciprocal vectors are

\[
\mathbf G=\frac{2\pi}{a}(h,k,l),\qquad N=h^2+k^2+l^2=\frac{G^2}{(2\pi/a)^2}.
\]

The face-centred cubic lattice allows only \(h,k,l\) all even or all odd, so the shells are \(N=0,3,4,8,11,12,16,19,\ldots\) With \(\psi=\sum_{\mathbf G}c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}\), the Schrödinger equation becomes

\[
\left(|\mathbf k+\mathbf G|^2-E\right)c_{\mathbf G}+\sum_{\mathbf G'}V_{\mathbf G-\mathbf G'}\,c_{\mathbf G'}=0 .
\]

The numbers below belong to a silicon-like model, not to a fit of silicon: \(a=10\) bohr, four valence electrons per atom, and

\[
v(3)=-0.20,\qquad v(8)=0.05,\qquad v(11)=0.08\ \text{Ry}.
\]

Here \((2\pi/a)^2=0.3948\) Ry. With plane waves of kinetic energy below 7.9 Ry, the basis used for all band numbers unless stated otherwise, the model has a gap of 0.0254 Ry (0.346 eV; 0.0247 Ry if the cutoff is doubled) between the fourth level at \(\Gamma\) and the lowest fifth level on the line from \(\Gamma\) to \((1,0,0)\), in units of \(2\pi/a\). That minimum lies near \(k=0.875\).

To weigh an omission I use this gap and an rms level change. The latter covers the lowest six levels at \((\tfrac34,\tfrac34,0)\), \((1,\tfrac12,0)\) and \((\tfrac12,0,0)\), measured from the fourth level at \(\Gamma\).

## The shells removed by the structure factor

Put the origin midway between two neighbouring atoms. The atoms of a primitive cell then sit at \(\pm\boldsymbol\tau\), with \(\boldsymbol\tau=(a/8)(1,1,1)\). Assume that the crystal potential is a sum of identical spherical atomic potentials \(w(r)\). Shifting the integration variable to each atom gives

\[
V_{\mathbf G}=\frac{1}{\Omega_{\rm cell}}\left(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau}\right)\int w(r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\]

The bracket is \(2\cos(\mathbf G\cdot\boldsymbol\tau)\), and \(\Omega_{\rm cell}=2\Omega_{\rm at}\). Hence

\[
V_{\mathbf G}=v(N)\cos\frac{\pi(h+k+l)}4,\qquad
v(N)=\frac1{\Omega_{\rm at}}\int w(r)e^{-i\mathbf G\cdot\mathbf r}d^3r .
\]

If the indices are odd, their sum is odd and the cosine is \(\pm1/\sqrt2\). If they are even, write \(h=2h'\), and so on. The cosine becomes \(\cos[\pi(h'+k'+l')/2]\), which vanishes when \(h'+k'+l'\) is odd. An integer and its square have the same parity, so this is the condition that \(N/4=h'^2+k'^2+l'^2\) is odd. The shells \(N=4,12,20,\ldots\) therefore vanish, whatever the value of \(v(N)\).

This argument needs two identical atoms. For different atoms A and B the same calculation gives

\[
V_{\mathbf G}=\tfrac12(v_A+v_B)\cos(\mathbf G\cdot\boldsymbol\tau)
-\tfrac i2(v_A-v_B)\sin(\mathbf G\cdot\boldsymbol\tau),
\]

and the sine is \(\pm1\) where the cosine of an even shell vanishes. Shells 4 and 12 then return.

## Why shell 4 is a stronger zero than shell 12

Atoms in a crystal are not spherical: electrons collect in the bonds. One must ask which zeros survive this.

The diamond structure is unchanged by a glide that reflects \(z\) in a suitable plane and shifts \(x\) and \(y\) by \(a/4\), with the \(z\) origin chosen accordingly. Let \(f(\mathbf r)\) be any function with the crystal's symmetry. Its \((2,0,0)\) component has no \(z\) dependence, so the glide multiplies that wave by

\[
\exp\left(i\frac{4\pi}{a}\frac a4\right)=e^{i\pi}=-1 .
\]

Invariance requires \(f_{200}=-f_{200}\), so \(f_{200}=0\). No assumption about spherical atoms is needed. For \((2,2,2)\) the glide instead relates two different waves, \((2,2,2)\) and \((2,2,-2)\), and does not force either amplitude to vanish.

Filling the four lowest bands of the model gives a valence density whose \((200)\) component is zero to rounding error, while

\[
\rho_{222}=0.445\ \text{electrons per primitive cell},
\]

out of eight electrons (0.461 if the cutoff is doubled). A sum of spherical charges would give zero here, so this number measures the nonspherical part. It is positive, and all eight waves of the shell equal 1 at the bond centre, so this component adds charge there.

Its electrostatic potential follows from \(-\nabla^2V_H=8\pi n\), where \(n\) is the electron density:

\[
V_{H,222}=\frac{8\pi\rho_{222}}{\Omega_{\rm cell}G^2}
=\frac{8\pi(0.445)}{250\times12\times0.3948}=0.0094\ \text{Ry}.
\]

Exchange acts against it. The uniform-gas exchange energy density, taken here as the local approximation, is \(-\tfrac32(3/\pi)^{1/3}n^{4/3}\). Its derivative with respect to \(n\) is \(v_x=-2(3n/\pi)^{1/3}\), whose \((222)\) component is \(-0.0044\) Ry. The sum is

\[
V_{222}\simeq0.0051\ \text{Ry}.
\]

This is an estimate. With the cutoff doubled, the Hartree and exchange parts become 0.0098 and \(-0.0046\) Ry and the sum 0.0052 Ry. It omits correlation, the core density and self-consistency. Moreover, \(v_x\) is nonlinear in \(n\), so even overlapping spherical densities can contribute to its part.

The coefficient is small, but it couples \((1,1,1)\) to \((-1,-1,-1)\), which have equal kinetic energy at \(\Gamma\). No energy denominator suppresses that coupling. Put into the bands, \(V_{222}\) gives an rms change of 0.0056 Ry and lowers the gap by 0.0083 Ry, about one third of its value. The coefficient does not bound this shift. The eight waves sum to \(8V_{222}\cos(4\pi x/a)\cos(4\pi y/a)\cos(4\pi z/a)\), which ranges between \(\pm8\times0.0051=\pm0.041\) Ry. That range bounds the shift of a single level, and the gap is a difference of two levels. The fourth level at \(\Gamma\) rises by 0.0067 Ry and the fifth level at \(k=0.875\) falls by 0.0016 Ry. Of the rise at \(\Gamma\), the coupling of opposite \((1,1,1)\) waves supplies about 0.0038 Ry to first order; the rest comes from other pairs of waves. Shell 12 is thus absent from the spherical-atom model, but, with the three numbers held fixed, its absence matters for the gap of this model.

## The constant term

The term \(V_{\mathbf 0}=v(0)\) enters on the diagonal alone. If \(H\psi=E\psi\), then

\[
[H+v(0)]\psi=[E+v(0)]\psi .
\]

All levels move by the same amount and the wavefunctions stay unchanged, so energy differences and the density do not depend on \(v(0)\).

The shift is not small. For the smooth model atom constructed below, \(v(0)=-0.882\) Ry, about 35 times the gap. An equal change of \(v(3)\) would alter the relative levels, as the numerical check confirms. The constant can be dropped because it is uniform, whatever its size.

It returns when absolute energies matter. With the atomic potential held fixed, \(v(0)\propto1/\Omega_{\rm at}\). A volume increase of 1% therefore gives

\[
\Delta v(0)=-0.882\left(\frac1{1.01}-1\right)=+0.0087\ \text{Ry}.
\]

This is only the constant's part of the volume effect; the kinetic energies and the other components change as well. The value also rests on a convention, the superposition of neutral spherical atoms. The energy relative to vacuum of a real crystal depends on its surface. Finally, a nonlocal potential has diagonal elements that can vary with \(\mathbf k\), and those cannot be removed as a constant.

## How the core cancels part of the potential

The remaining omission is the infinite set of live shells \(N=16,19,24,\ldots\) For the true atomic potential they are not weak. What permits a weaker potential is the presence of core states.

Let \(H=T+V\), with a valence state \(H\psi=E\psi\) and orthonormal core states \(H|c\rangle=E_c|c\rangle\), all orthogonal to \(\psi\). Add core states to \(\psi\):

\[
|\varphi\rangle=|\psi\rangle+\sum_c b_c|c\rangle,\qquad b_c=\langle c|\varphi\rangle .
\]

Then

\[
H|\varphi\rangle=E|\psi\rangle+\sum_cE_cb_c|c\rangle
=E|\varphi\rangle-\sum_c(E-E_c)b_c|c\rangle .
\]

Moving the last term to the left gives

\[
(T+V+V_R)|\varphi\rangle=E|\varphi\rangle,\qquad
V_R=\sum_c(E-E_c)|c\rangle\langle c| .
\]

Since \(E>E_c\), the expectation value of \(V_R\) cannot be negative. It is a repulsion that offsets part of the attraction. The energy \(E\) is unchanged for any choice of \(b_c\), and this freedom can be used to make \(\varphi\) smooth.

To measure the effect, take a neutral model atom

\[
V(r)=-\frac2r\left(10e^{-\kappa r}+4e^{-\mu r}\right),\qquad \mu=1\ \text{bohr}^{-1},
\]

with \(\kappa=1.83\) bohr\(^{-1}\) chosen to place the 3s level at \(-0.8\) Ry. It is not a self-consistent silicon atom. Among normalised mixtures of its 1s, 2s and 3s states, the one with the least kinetic energy has

\[
\langle T\rangle=0.867,\quad \langle V\rangle=-5.440,\quad
\langle V_R\rangle=3.773\ \text{Ry}.
\]

The repulsion removes 69% of the attraction and leaves \(-1.667\) Ry. Adding the kinetic energy gives \(-0.800\) Ry, the valence level. The cancellation is substantial, not complete.

## A smooth local potential with nearly the same s-wave scattering

The operator \(V_R\) is nonlocal, whereas the three-number model is local. A local replacement can be built from the radial function \(u(r)\), which obeys \(-u''+Vu=Eu\) for an s state. Inside \(r_c=2\) bohr, beyond the outer node at 0.59 bohr, replace it by the nodeless form \(u=re^{p(r)}\). Then

\[
u'=e^p(1+rp'),\qquad
u''=e^p\left(2p'+rp'^2+rp''\right).
\]

Since \(V=E+u''/u\), the potential that has this function as its solution is

\[
V_{\rm ps}=E+p''+p'^2+\frac{2p'}r .
\]

The polynomial used is

\[
p=c_0+c_2r^2+c_4r^4+t\left(1-\frac r{r_c}\right)^3\left(1+\frac{3r}{r_c}\right).
\]

It has no linear term, so \(V_{\rm ps}\) is finite at the origin. The last term and its first two derivatives vanish at \(r_c\). The coefficients \(c_i\) therefore match the value, slope and curvature of the true function, and \(t\) matches the norm inside \(r_c\).

The norm matters because it controls scattering at nearby energies. Differentiate the radial equation with respect to \(E\), denoting this derivative by a dot:

\[
-\dot u''+V\dot u=E\dot u+u .
\]

Multiply this by \(u\), and subtract \(\dot u\) times the original equation. The terms in \(V\) and \(E\) cancel:

\[
-u\dot u''+\dot uu''=u^2 .
\]

The left side is \(-(u\dot u'-\dot uu')'\). Integrating from the origin, where \(u=\dot u=0\), and dividing by \(u(r_c)^2\) gives

\[
\frac{d}{dE}\left(\frac{u'}u\right)_{r_c}
=-\frac1{u(r_c)^2}\int_0^{r_c}u^2dr .
\]

Equal norms thus give equal logarithmic derivatives to first order in energy. At \(-0.3\) Ry, which is 0.5 Ry above the matching energy, the true and smooth values are \(-1.932\) and \(-1.974\) bohr\(^{-1}\), a difference of 2% of the true value.

This construction concerns s waves only. Using its potential for all angular momenta is a crude approximation: the true model atom binds a 3p level at \(-0.20\) Ry, whereas the smooth potential binds no p level. It serves below as an example of a smooth potential, not as a replacement for the atom in every respect.

## The size of the higher shells

For a spherical potential the angular integral gives

\[
v(N)=\frac{4\pi}{\Omega_{\rm at}}\int_0^\infty r^2V(r)\frac{\sin qr}{qr}dr,\qquad q=\frac{2\pi}a\sqrt N .
\]

With \(\int_0^\infty e^{-\lambda r}\sin qr\,dr=q/(q^2+\lambda^2)\), the true model potential has

\[
v_{\rm true}(N)=-\frac{8\pi}{\Omega_{\rm at}}
\left(\frac{10}{q^2+\kappa^2}+\frac4{q^2+\mu^2}\right).
\]

At \(N=16\), \(q^2=6.317\) and \(\kappa^2=3.349\), so

\[
v_{\rm true}(16)=-0.2011\,(1.035+0.547)=-0.318\ \text{Ry}.
\]

The values on selected live shells, before multiplication by the cosine, are:

| \(N\) | true \(v\) (Ry) | smooth \(v\) (Ry) |
|---:|---:|---:|
| 3 | −0.812 | −0.319 |
| 8 | −0.502 | −0.064 |
| 11 | −0.412 | −0.006 |
| 16 | −0.318 | 0.035 |
| 19 | −0.280 | 0.042 |
| 24 | −0.234 | 0.043 |
| 35 | −0.171 | 0.026 |

Smoothing reduces the \(N=16\) component by a factor of nine and the \(N=24\) component by a factor of five. But the tail is not negligible as a set of coefficients: its largest listed live value, 0.043 Ry, is close to the chosen \(v(8)=0.05\) Ry.

The atom's first three form factors also differ from the chosen ones. It is used here to estimate the tail, not to derive the band parameters. A different smooth potential would have a different tail.

## Why a tail of this size has a modest effect

Consider plane waves with \(|\mathbf k+\mathbf G|<2(2\pi/a)\), that is, with kinetic energy below \(4\times0.3948=1.58\) Ry. By the triangle inequality, two such waves differ by a reciprocal vector shorter than \(4(2\pi/a)\), so \(N<16\). The only live nonconstant shells that can couple them directly are 3, 8 and 11. The tail reaches this low group only through waves of higher kinetic energy.

Let \(p,p'\) label low waves and \(h\) high ones. Neglecting couplings among the high waves, their equation gives

\[
c_h=-\sum_{p'}\frac{V_{hp'}}{T_h-E}c_{p'} .
\]

Inserting this into the equations for the low waves produces the effective coupling

\[
U_{pp'}=V_{pp'}-\sum_h\frac{V_{ph}V_{hp'}}{T_h-E}.
\]

Write \(V=V_3+W\), where \(V_3\) contains the three chosen shells and \(W\) the tail. Since \(W_{pp'}=0\), the tail changes the coupling by

\[
\delta U_{pp'}=-\sum_h\frac{(V_3)_{ph}W_{hp'}+W_{ph}(V_3)_{hp'}+W_{ph}W_{hp'}}{T_h-E}.
\]

Each term is a product of two potential components divided by an energy difference. Where \(E\) is well below \(T_h\), this correction varies slowly with \(E\) and \(\mathbf k\), and adjusted values of \(v(3)\), \(v(8)\) and \(v(11)\) can imitate part of it. The formula shows the mechanism but not the accurate size. The denominators are not all large, and the neglected couplings among the high waves matter: without them, in the 7.9 Ry basis used below, the tail would change the levels by 0.020 Ry rms, more than twice the result of the full calculation. This figure depends on where the line between the groups is drawn: the six \((2,0,0)\) waves at \(\Gamma\) lie exactly on it, and counting them as low waves gives 0.011 Ry.

The band calculation estimates the size. It uses plane waves with kinetic energy below 7.9 Ry. The tail also couples low waves to waves above that cutoff, so the figures below hold for this basis and are not converged: with the cutoff raised to 15.8 Ry, the unfitted tail gives an rms change of 0.0148 Ry and lowers the gap by 0.0066 Ry, and at 23.8 Ry these become 0.0137 Ry and 0.0046 Ry. Adding the smooth tail, with the three numbers held fixed, gives an rms change of 0.0086 Ry and lowers the gap by 0.0047 Ry. The three numbers were then refitted, with the tail present, to recover the original levels at \((0,0,0)\), \((1,0,0)\) and \((\tfrac12,\tfrac12,\tfrac12)\). They became

\[
v(3)=-0.187,\qquad v(8)=0.055,\qquad v(11)=0.094\ \text{Ry}.
\]

At the three other points, which the fit did not use, the rms change fell to 0.0018 Ry, about a fifth of its former value. The gap change fell to \(-0.0007\) Ry. With the 15.8 Ry cutoff the refitted values are \(-0.179\), 0.061 and 0.101 Ry, and the remaining changes are as small: 0.0014 Ry rms and \(-0.0008\) Ry in the gap. Two potentials, one with a tail and one without, therefore have nearly the same low bands. Fitted form factors are effective parameters: they need not equal the Fourier components of an atomic potential.

The uncancelled tail is not a small correction. Added in the same finite basis, with the three numbers held fixed, it changes the levels by 1.07 Ry rms. That basis, cut off at 7.9 Ry, is not meant to converge core states, so this number shows only that the true tail cannot be dropped while the three numbers keep their values.

## The terms weighed together

The changes listed are those caused by adding each term to the three-number model, in the 7.9 Ry basis.

| Omitted term | Coefficient (Ry) | rms change (Ry) | Gap change (Ry) |
|---|---:|---:|---:|
| \((200)\) | 0 | 0 | 0 |
| \((222)\), bond charge | 0.005 | 0.0056 | −0.0083 |
| \(v(0)\) | −0.88 | 0 | 0 |
| smooth tail | up to 0.043 | 0.0086 | −0.0047 |
| smooth tail, refitted | as above | 0.0018 | −0.0007 |

For comparison, dropping one of the retained numbers changes the levels by 0.205 Ry for \(v(3)\), 0.031 Ry for \(v(8)\) and 0.101 Ry for \(v(11)\). Each of these exceeds every rms change in the table. The ranking does not follow the coefficients alone: \(v(8)\) is only slightly larger than the biggest tail component, yet dropping it costs more than omitting the tail. The ratio depends on the basis: against 0.031 Ry, the tail's effect is 0.0086 Ry with the 7.9 Ry cutoff, 0.0148 Ry with a cutoff of 15.8 Ry and 0.0137 Ry with 23.8 Ry.

In this model, three numbers describe the overall bands well. The gap is a more severe measure, because it is itself small: the bond-charge term changes it by a third when the three numbers are held fixed. Refitting can absorb most of this term too. With \(V_{222}\) present, a fit to the same three points as before gives \(v(3)=-0.200\), \(v(8)=0.048\) and \(v(11)=0.085\) Ry, and leaves an rms change of 0.0007 Ry and a gap change of \(-0.0004\) Ry.

## Values computed for the example and the checks

```
lattice constant 10.0 bohr; (2pi/a)^2 0.3948 Ry
volume per atom 125.0 bohr^3
chosen v3, v8, v11: -0.20 0.05 0.08 Ry
basis cutoff 7.935 Ry
atom: mu 1.00, kappa 1.8295 1/bohr
atom levels 1s 2s 3s: [-154.899  -17.213   -0.8  ] Ry
outer 3s node 0.590, rc 2.00 bohr
smoothest phi: kinetic 0.8667 Ry
smoothest phi: true potential -5.4410 Ry
smoothest phi: core repulsion 3.7743 Ry
smoothest phi: potential sum -1.6667 Ry
lowest s level of smooth potential -0.80000 Ry
log derivative at -0.3 Ry: true -1.9310, smooth -1.9731 1/bohr
N, cos factor, true v, smooth v (Ry, before cos factor)
  3 -0.7071  -0.81188  -0.31871
  4  0.0000  -0.71996  -0.23734
  8 -1.0000  -0.50247  -0.06351
 11 -0.7071  -0.41200  -0.00613
 12  0.0000  -0.38887   0.00608
 16 -1.0000  -0.31798   0.03451
 19  0.7071  -0.27995   0.04248
 20  0.0000  -0.26924   0.04358
 24  1.0000  -0.23359   0.04308
 27  0.7071  -0.21253   0.03954
 32  1.0000  -0.18481   0.03115
 35  0.7071  -0.17141   0.02574
largest smooth |v|, listed live N>=16: 0.04308 Ry
V(0), smooth atoms -0.88183 Ry
V(0) change for +1% volume 0.00873 Ry
Gamma valence width 0.9880 Ry
Gamma direct gap 0.2325 Ry
Gamma-Delta gap 0.02543 Ry = 0.346 eV
Delta minimum at k = 0.875 (2pi/a)
density (200) 1.8e-16 electrons/cell
density (222) 0.44515 electrons/cell
V(222): Hartree 0.00945 Ry
V(222): exchange -0.00437 Ry
V(222): sum 0.00508 Ry
gap change from V(222) -0.00829 Ry
rms level change from V(222) 0.00564 Ry
gap change from smooth tail -0.00470 Ry
rms level change, smooth tail 0.00861 Ry
rms level change, true tail, same basis 1.06670 Ry
refitted v3, v8, v11: [-0.18683  0.05492  0.0939 ] Ry
rms level change after refit 0.00179 Ry
gap change after refit -0.00071 Ry
rms level change if v(3) is dropped 0.20519 Ry
rms level change if v(8) is dropped 0.03121 Ry
rms level change if v(11) is dropped 0.10145 Ry
```
